Multiple-scattering Green function and local density of states, derived twice

Three attractive wells stand at the corners of a triangle. At an energy of 0.5 hartree, the local density of states at the centre of the first well is 0.1199 bohr⁻³ hartree⁻¹ per spin. With the other two wells removed it is 0.1397. At 0.8 hartree the comparison reverses: 0.1490 with the neighbours and 0.1428 without. The potential inside the first sphere is the same in all four cases. How can wells that lie wholly outside this sphere lower the density at its centre at one energy and raise it at another?

The Green function answers this by separating what a site does to a wave from what its surroundings send back.

**The problem and its conventions**

Hartree atomic units are used. Real spherical potentials Vⁿ of radius s sit at centres Rₙ, their spheres do not overlap, and the potential between them is zero. The electrons are independent and spin is left out, so densities are per spin. With H = −½∇² + V and E = k²/2, Im k ≥ 0, the outgoing Green function obeys

(E − H)G(r,r′) = δ(r − r′).

Positions r and r′ are measured from the centres of the spheres n and m that contain them. L = (l,m_l) labels real orthonormal spherical harmonics Y_L. Write j_L(r) = j_l(kr)Y_L(r̂) and h_L(r) = h_l(kr)Y_L(r̂), with h_l = j_l + i y_l. No complex conjugate is taken of these functions, even at complex k. Repeated L indices are summed.

The result to be shown is

G(r,r′) = Z_Lⁿ(r) τⁿᵐ_LL′ Z_L′ᵐ(r′) − δₙₘ Z_Lⁿ(r<) J_Lⁿ(r>).

In the last term r< and r> are the vectors of smaller and larger length. Z is regular at the origin, J is in general irregular there, and τ, the scattering path operator, contains every route between two sites.

**Free space**

Write the free function as G₀ = G_l(r,r′)Y_L(r̂)Y_L(r̂′). The delta function contains δ(r−r′)/r² in each channel, and the operator acting on G is E + ½∇². Integrating across r = r′ gives ½[∂G_l/∂r] = 1/r², so the slope jumps by 2/r². Regularity at the origin and outgoing behaviour at infinity require G_l = A j_l(kr<)h_l(kr>). Since

j_l h_l′ − j_l′ h_l = i/(kr²),

with primes for d/dr, the jump condition is A·i/k = 2, or A = −2ik. Thus

G₀ = −2ik j_L(r<)h_L(r>) = −exp(ik|r−r′|)/(2π|r−r′|).

**One site**

The regular solution R_l driven by the incident wave j_l obeys R = j + G₀VR. Outside the sphere, r> is the field point, so

R_l = j_l − 2ik t_l h_l,  t_l = ∫₀ˢ r² j_l V R_l dr.

In terms of the phase shift δ_l, the exterior solution is e^{iδ}(cos δ j − sin δ y). Comparing the coefficients of y gives 2kt = −e^{iδ} sin δ, hence

t_l = −e^{iδ} sin δ/(2k),  1/t_l = −2k cot δ + 2ik.

The coefficient of j then agrees too, because 1 + i e^{iδ} sin δ = e^{iδ}(e^{−iδ} + i sin δ) = e^{iδ} cos δ.

Define Z_l = R_l/t_l, and let J_l be the solution that joins j_l smoothly at s. Outside,

Z_l = j_l/t_l − 2ik h_l = −2k(cot δ j_l − y_l),  J_l = j_l.

The quantity r²(ZJ′ − Z′J) is constant because both functions solve the same radial equation. Its exterior value is

r²(−2ik)(h j′ − h′j) = 2ik·i/k = −2.

The function −Z(r<)J(r>) therefore has slope jump −(ZJ′ − Z′J) = 2/r², as a unit source requires. It is not outgoing. Adding the regular product tZZ, which has no jump, repairs this:

Gⁿ(r,r′) = Z_L(r<)[t_l Z_L(r>) − J_L(r>)].

Outside, the bracket is j − 2ikth − j = −2ikth, purely outgoing. This is the complete Green function of one isolated site.

**Free travel between two sites**

Let R = Rₙ − Rₘ. The free function from r′ in m to r in n is G₀(R + r − r′). For |r − r′| < R the one-centre expansion gives

G₀ = −2ik h_L″(R) j_L″(r′ − r).

To separate r from r′, use exp(ik·x) = 4π i^l j_L(x)Y_L(k̂). Projection onto Y_L″ yields

4π i^{l″} j_L″(r′−r) = ∫dΩ Y_L″(k̂) exp(ik·r′) exp(−ik·r).

Expand both exponentials and let C_LL′L″ be the angular integral of Y_LY_L′Y_L″. Then

j_L″(r′−r) = 4π i^{l′−l−l″} C_LL′L″ j_L(r)j_L′(r′).

C vanishes unless l+l′+l″ is even, so the power of i is ±1 and its exponent may be reversed in sign. Therefore

G₀ = j_L(r) gⁿᵐ_LL′ j_L′(r′),

gⁿᵐ_LL′ = −8πik i^{l+l″−l′} C_LL′L″ h_L″(R),  gⁿⁿ = 0.

Non-overlap guarantees r + r′ < R inside the spheres, which is where the double expansion is used. Comparing the coefficients of j_L′(r′) with those in the one-centre form also gives

−2ik h_L′(R+r) = j_L(r)gⁿᵐ_LL′.

An outgoing wave from m is thus an ordinary incident wave at n.

**First derivation: follow the waves**

Put a unit source at r′ in sphere m. If that site were alone, the field outside it would be −2ik h_L(r) t_l Z_L(r′) = −2ik h_L(r)R_L(r′). Its outgoing amplitudes, in units of −2ik h_L, are therefore R_L(r′).

With all sites present, let b^p be the outgoing amplitudes of site p. The wave incident on p from the others is Σ_q g^{pq}b^q, and the site multiplies it by t^p. Hence

b^p = t^p Σ_q g^{pq}b^q + δ_pm Rᵐ(r′).

As a matrix equation over sites and L this is (1 − tg)b = eₘRᵐ(r′), where eₘ selects site m. Define

τ = (t⁻¹ − g)⁻¹.

Since 1 − tg = t(t⁻¹ − g), its inverse is τt⁻¹, and

b^p = τ^{pm}(tᵐ)⁻¹Rᵐ(r′) = τ^{pm}Zᵐ(r′).

The wave cⁿ arriving at n from elsewhere follows from the same balance:

cⁿ = (tⁿ)⁻¹[bⁿ − δₙₘRⁿ(r′)].

Inside n it produces the regular field R_L(r)c_L = Z_L(r)t_l c_L. Substitution gives

Zⁿ(r)τⁿᵐZᵐ(r′) − δₙₘZⁿ(r)tⁿZⁿ(r′).

When n = m, the direct field Gⁿ must be added. Its term ZtZ cancels the subtraction and −ZJ remains. That is the stated result.

The cancellation has a plain meaning. The diagonal block τⁿⁿ already contains t, the event in which the wave scatters from its own site and never returns. The term −ZJ supplies the point source, which products of regular solutions at the same energy cannot do.

**Second derivation: rearrange the operators**

Now leave waves aside and begin with V = ΣVⁿ. The total scattering operator obeys T = V + VG₀T, and G = G₀ + G₀TG₀. Split T according to the first and last potential:

T^{pq} = V^pδ_pq + V^pG₀Σ_s T^{sq}.

Move the term s = p to the left and multiply by (1 − V^pG₀)⁻¹. With the one-site operator t̂^p = (1 − V^pG₀)⁻¹V^p,

T^{pq} = t̂^pδ_pq + t̂^pG₀Σ_{s≠p}T^{sq}.

Since T^{pq} is also V^pδ_pq + V^pGV^q, the mirror relation holds:

T^{pq} = t̂^pδ_pq + Σ_{u≠q}T^{pu}G₀t̂^q.

Define the propagation that neither ends with a scattering at n nor begins with one at m:

Γⁿᵐ = (1−δₙₘ)G₀ + Σ_{p≠n,q≠m}G₀T^{pq}G₀.

Intermediate visits to n and m are allowed. The terms of G₀TG₀ fall into four groups.

For p = n and q = m, using both relations above,

G₀TⁿᵐG₀ = δₙₘG₀t̂ⁿG₀ + G₀t̂ⁿΓⁿᵐt̂ᵐG₀.

For p = n and q ≠ m, the first relation gives G₀t̂ⁿΓⁿᵐ. For p ≠ n and q = m, the mirror relation gives Γⁿᵐt̂ᵐG₀. The remaining group is Γⁿᵐ − (1−δₙₘ)G₀. Add these four to G₀:

G = δₙₘ(G₀ + G₀t̂ⁿG₀) + (1+G₀t̂ⁿ)Γⁿᵐ(1+t̂ᵐG₀).

The first bracket is Gⁿ. For r in n and r′ in m, Γⁿᵐ satisfies the free equation in both variables and is regular in both, because its end scatterings lie in other spheres. Hence Γⁿᵐ = j_L(r)γⁿᵐ_LL′j_L′(r′). The outer factors turn each j into R, since R = j + G₀VR and VR = t̂j. So

G = δₙₘGⁿ + R_Lⁿ(r)γⁿᵐ_LL′R_L′ᵐ(r′).

It remains to find γ. Let τ^{pq} be the matrix of T^{pq} between j_L and j_L′. The one-site matrix is t, and free travel between different sites is g, so the first relation becomes τ = t + tgτ, or τ = (t⁻¹−g)⁻¹. The p = n, q = m identity gives τⁿᵐ = δₙₘtⁿ + tⁿγⁿᵐtᵐ. Solving for γ,

γⁿᵐ = (tⁿ)⁻¹[τⁿᵐ − δₙₘtⁿ](tᵐ)⁻¹.

Thus RγR = ZτZ − δₙₘZtZ, and adding Gⁿ = ZtZ − ZJ recovers the result.

**The local density of states**

With normalized eigenstates ψ_a, G(r,r) = Σ_a|ψ_a(r)|²/(E−E_a). Since Im 1/(x+i0) = −πδ(x),

ρ(r,E) = −Im G(r,r;E+i0)/π.

At real positive E the exterior forms of Z and J are real, and so is the radial equation. Both are therefore real inside the sphere. The regular-irregular term drops out of the density:

ρ(r,E) = −(1/π) Z_Lⁿ(r) Im τⁿⁿ_LL′ Z_L′ⁿ(r).

Integrating over sphere n removes terms with L ≠ L′:

Nₙ(E) = −(1/π)Σ_L Im τⁿⁿ_LL ∫₀ˢ r²Z_l² dr.

For two spin states in this spinless potential, multiply by two.

If δ_l passes through a multiple of π, t_l vanishes and Z_l diverges. The Green function need not diverge. In the form Gⁿ + RγR, write Gⁿ = R_L(r<)H_L(r>), where H = Z − J/t is the solution that joins −2ik h_L at s. Write also γ = g(1 − tg)⁻¹, which follows from τ = t + tgτ. The boundary condition on H and this expression for γ contain no t⁻¹, so both terms stay finite as t_l → 0. At negative real energy the product ZJ is also real, and isolated bound levels enter through poles of τ, where t⁻¹ − g has a zero eigenvalue.

Two limits fix the normalization. For a single site τ = t, and the density outside the potential is

(2k/π)Σ_L(cos δ_l j_l − sin δ_l y_l)²Y_L².

If the potential is switched off, this becomes (2k/π)Σ_L j_L². At the origin only l = 0 survives, with Y₀² = 1/(4π), giving k/(2π²). For k = 1 bohr⁻¹ this is 0.0507 bohr⁻³ hartree⁻¹.

**Why this density cannot be negative**

A plane wave in direction k̂ has incident amplitudes a_Lᵐ = 4πi^lY_L(k̂)exp(ik·Rₘ). The balance b = t(a+gb) gives b = τa, and the field in sphere n is ψ = ZⁿΣₘτⁿᵐaᵐ. For scattering states the density is

ρ = k/(2π)³ ∫dΩ|ψ|².

The integral of aa† over all directions k̂, multiplied by k/(2π)³, is (2k − Im g)/π: the plane-wave expansion reproduces the j part of g, with the opposite sign. Since Im t⁻¹ = 2k, this equals Im(τ⁻¹)/π. The matrix τ is symmetric, so

Im τ = (τ−τ†)/(2i) = −τ Im(τ⁻¹)τ†.

The density built from the plane waves therefore equals −Z Im τ Z/π. The minus sign in the density formula is the one that makes it a sum of squares.

**The three wells**

Each well is V(r) = −D(1−r²/s²)³ inside s = 1.5 bohr. The depths D are 4, 3 and 3 hartree, and the centres in bohr are (0,0,0), (3.2,0,0) and (1.0,3.1,0.7). The angular cutoff is l = 6.

At E = 0.5 hartree the first well has δ₀ = −1.3757 rad, modulo π. Its s-wave amplitude is t = 0.0951 − 0.4812i. The neighbours change the corresponding path element to τ = 0.0636 − 0.4130i. At the centre only Z₀ is nonzero, so the ratio of densities must equal the ratio of imaginary parts:

0.4130/0.4812 = 0.858,  0.1199/0.1397 = 0.858.

This accounts for the fall in the opening comparison. Its sign can be traced further. In the s channel

γ = (τ−t)/t² = (−0.0315+0.0682i)/(−0.2225−0.0915i) ≈ 0.013 − 0.312i.

This is the total amplitude that arrives back at the first well for unit amplitude sent out. It includes waves that have scattered from the first well again on the way, so it is not the response of the other two wells alone. If t² were real and positive, the negative imaginary part of γ would raise the density. But t² carries the phase 2δ₀ = −2.751 rad, close to a reversal of sign. The product t²γ has imaginary part +0.068, which makes Im τ less negative and lowers the density.

At 0.8 hartree the density rises, so the imaginary part of t²γ must be negative there. It is −0.017. The phase of t² has moved only to 3.089 rad, equivalent to −3.194 rad, and is still close to a reversal of sign. The returning amplitude has turned much further, to γ ≈ 0.211 + 0.122i, its phase going from −1.53 to +0.52 rad. With the new γ and the old phase of t² the density would still rise; with the old γ and the new phase of t² it would still fall. In this comparison the change of sign therefore comes from the phase of the returning wave.

The centre does not speak for the whole sphere. At 0.5 hartree the sphere integral falls from 0.6568 to 0.5939 hartree⁻¹, a factor 0.904 rather than 0.858. In other units, 0.5939 hartree⁻¹ is 0.0218 eV⁻¹. At 1.2 hartree the centre density rises from 0.1467 to 0.1504, while the sphere integral falls from 1.407 to 1.390. The integral includes channels that vanish at the centre.

**A test without site expansions**

The full formula can be tested by solving u = G₀f + G₀Vu on a Fourier grid. The source, confined to sphere 1, is f = (1−r²/s²)⁴(1+0.6x+0.5y−0.4z), with lengths in bohr. At E = 0.5 hartree the double integral of fGf is 0.309063 − 0.268870i from the formula and 0.309065 − 0.268873i from the grid. The complex difference is 9×10⁻⁶ of the grid value's magnitude. Refining from 40 to 54 points per side moved the grid value by 4×10⁻⁵ on the same scale.

At E = 0.5 + 0.2i hartree the path term alone has imaginary part −0.3422, while the full result has −0.3383. Omitting ZJ causes an error of 1.2% relative to the full imaginary part. The error is small for this source and energy, but it is not zero: away from the real axis Z and J are complex. The real part needs the term even at real energy. There the path term gives −0.014, and the full value is 0.309.

Raising the angular cutoff from 4 to 6 changes the density by at most 6×10⁻⁵, relative to the cutoff-6 value, at three test points in sphere 1 at 0.5 hartree. This does not bound the error elsewhere. Further values are in the numerical output.

**What each derivation assumes**

Both routes use the same one-site function and the same free-space expansion. They differ in where the geometry enters.

The wave argument uses non-overlapping spheres from its first balance: each site must have an exterior where its outgoing amplitudes are defined, and those waves must be expandable at every other site. In return, each term has a direct meaning as a wave sent, received or scattered.

The operator argument needs no spheres until γ is introduced. Its expression for G in terms of Γ holds for any division of V into parts for which the inverses exist, including overlapping parts. Overlap spoils the later step, because Γ need not then be a free solution throughout the region where it is expanded. Non-spherical parts can be kept, but t becomes a matrix in L and the one-site functions must be rebuilt.

Both routes require t⁻¹ − g to be invertible; its failure signals a pole of G. Neither requires the multiple-scattering series to converge, since the matrix is inverted rather than expanded. The reduction to Im τ assumes more than either derivation: a real potential and a real, positive energy. At negative energy Z_L carries a factor i^l, so the imaginary part must be taken of the whole product ZτZ, not of τ alone. With absorption, or at complex energy, the whole of G must be retained.

**Relation to real solids**

The same construction serves for metals and alloys, but these wells do not represent one. The shortest spacing, 3.2 bohr or 0.17 nm, is well below the rough 0.25 to 0.3 nm of many metals, and the wells have no nuclear singularity or core levels. The sphere density of 0.02 eV⁻¹ is also far below the rough scale of one state per eV and atom found in transition-metal d bands. Real solids break the assumptions of spherical potentials and a flat region between them. They also require self-consistency and, where relevant, magnetism and relativity. The present numbers do not determine how far these would move the density; that needs a calculation for the chosen solid.

Computed results

```
Well radius (bohr): 1.5  depths (hartree): [4.0, 3.0, 3.0]
Centre 1 (bohr): [0. 0. 0.]
Centre 2 (bohr): [3.2 0.  0. ]
Centre 3 (bohr): [1.  3.1 0.7]
Angular-momentum cutoff: 6
Free two-centre expansion, relative error: 1.31e-08
r^2 Wronskian of Z,J for l=0,1: [-2. -2.]
At E=0.5 hartree, k=1.0000 1/bohr
Site 1 phase shifts l=0,1,2 (rad, modulo pi): [-1.37569  0.13926  0.00326]
Site 1 t_00 (atomic units): 0.095096-0.481207j
Site 1 tau_00,00 (atomic units): 0.063630-0.412986j
Source test at E=0.5 hartree (values in atomic units):
  path term -0.014015-0.268870j; regular-irregular term -0.323078+0.000000j
  formula 0.309063-0.268870j; spatial grid 0.309065-0.268873j
  relative error 8.67e-06; 40-to-54 grid shift 3.92e-05
  other-sphere error 6.60e-05; residual 1.4e-14
Source test at E=(0.5+0.2j) hartree (values in atomic units):
  path term -0.030254-0.342226j; regular-irregular term -0.323353-0.003917j
  formula 0.293099-0.338309j; spatial grid 0.293101-0.338310j
  relative error 4.89e-06; 40-to-54 grid shift 2.84e-05
  other-sphere error 5.20e-05; residual 7.4e-15
  Im G relative error if local term omitted: 0.0116
LDOS test points in sphere 1 (bohr): [[0.0, 0.0, 0.0], [0.8, 0.0, 0.0], [-0.4, 0.5, 0.3]]
LDOS from Im tau (1/(bohr^3 hartree)): [0.1198908 0.0510371 0.0559952]
LDOS from scattering states (same unit): [0.1198908 0.0510371 0.0559952]
Largest relative difference: 3.05e-12
Largest LDOS shift, cutoff 4 to 6: 5.81e-05
Sphere DOS, radial formula: 0.5939055 1/hartree
Sphere DOS, spatial quadrature: 0.5939055 1/hartree
Sphere DOS converted: 0.0218256 1/eV
Per spin: centre LDOS in 1/(bohr^3 hartree), sphere DOS in 1/hartree
E(hartree) free-LDOS single-LDOS cluster-LDOS single-DOS cluster-DOS
   0.10     0.022656     0.107676     0.072422     0.192512     0.136072
   0.20     0.032041     0.126603     0.095854     0.292348     0.215113
   0.30     0.039242     0.134144     0.106262     0.402262     0.309988
   0.50     0.050661     0.139696     0.119891     0.656782     0.593906
   0.80     0.064081     0.142797     0.149025     1.045880     1.113319
   1.20     0.078483     0.146708     0.150382     1.406797     1.390163
```
